# Why gate bias controls multiphonon capture more than tunnelling overlap does

## A defect with its tunnelling coupling frozen

Take a defect in a gate oxide that can capture one electron from the channel, and hold the electronic coupling between them fixed. Capture moves the surrounding atoms to a new equilibrium. Let \(q=0\) be the equilibrium of the empty defect and \(q=1\) that of the filled one. With the same stiffness in both charge states, the energies are

\[
V_i=\lambda q^2,\qquad V_f=\lambda(q-1)^2+\Delta .
\]

Here \(V_i\) includes the electron in the channel, \(\lambda\) is the relaxation energy, and \(\Delta\) is the relaxed final energy minus the relaxed initial energy. At the crossing,

\[
\lambda q^2=\lambda q^2-2\lambda q+\lambda+\Delta
\quad\Rightarrow\quad q_*=\frac{\lambda+\Delta}{2\lambda},
\]

so the barrier from the initial minimum is

\[
\varepsilon_b=\lambda q_*^2=\frac{(\lambda+\Delta)^2}{4\lambda}.
\]

Start at \(\Delta=0\) with \(\lambda=1\) eV, where the barrier is 0.25 eV. If bias lowers the filled-defect parabola by 0.1 eV, the barrier becomes \(0.9^2/4=0.2025\) eV. At 300 K, where \(kT=0.02585\) eV, the Boltzmann factor grows by \(\exp(0.0475/0.02585)\approx6.3\), although the coupling has not changed. About half of the level shift appears in the barrier, and the barrier is divided by \(kT\).

The one half comes from equal stiffness together with \(\Delta\) near zero; with equal stiffness the fraction is \((1+\Delta/\lambda)/2\). For general curves, differentiate the crossing condition \(V_i(q_*)=V_f(q_*)\), where \(V_f\) contains \(\Delta\) additively:

\[
V_i'\,dq_*=V_f'\,dq_*+d\Delta
\quad\Rightarrow\quad
\frac{d\varepsilon_b}{d\Delta}=V_i'\frac{dq_*}{d\Delta}
=\frac{V_i'}{V_i'-V_f'} .
\]

Between the two minima \(V_i'>0\) and \(V_f'<0\), so this fraction lies between 0 and 1. Unequal stiffness changes the fraction but keeps the mechanism.

## How bias moves the parabola

Consider an n-channel with a gate stack of two charge-free layers. Let \(U\) be the voltage drop across the stack, positive when electron energies fall towards the gate. With unit electron charge, a drop in volts equals an energy shift in eV. The displacement \(D\) is continuous, so the field in each layer is \(D/\epsilon\) (in units that absorb the vacuum permittivity). For a defect at depth \(x_t\) inside the second layer, the fraction of \(U\) dropped before it is

\[
\eta=\frac{t_1/\epsilon_1+(x_t-t_1)/\epsilon_2}
{t_1/\epsilon_1+t_2/\epsilon_2}.
\]

The model stack has 0.8 nm of permittivity 3.9 followed by 2 nm of permittivity 20. A defect 0.2 nm inside the high-k layer has

\[
\eta=\frac{0.2051+0.0100}{0.2051+0.1000}=0.705 .
\]

The thin interlayer takes most of the voltage, so a defect just beyond it feels most of \(U\).

The empty defect is taken as neutral, so the potential shifts only the filled state. Measured from the channel band edge at the interface, the electron starts in the lowest subband at \(E_0(U)\). Hence

\[
\Delta(U)=\varepsilon_t-\eta U-E_0(U),\qquad
\frac{d\Delta}{dU}=-(\eta+E_0'),\quad E_0'=\frac{dE_0}{dU}.
\]

Here \(\varepsilon_t\) is the relaxed filled level at zero drop. Both terms favour capture: bias lowers the defect state, and tighter confinement raises the electron.

Gate voltage is \(V_G=V_{FB}+\psi_s+U\), with flat-band voltage \(V_{FB}\) and surface potential \(\psi_s\). At fixed oxide charge, \(dU/dV_G=1-d\psi_s/dV_G\). For an n-channel this is small in weak inversion. It is larger in strong inversion, but under a thin stack it stays clearly below one, because \(\psi_s\) must still grow as the subband energy rises and the band fills. Slopes in \(U\) must be multiplied by this factor before comparison with a gate sweep.

## From the crossing to a rate

For weak coupling \(V\), the golden rule applies. Take \(V\) independent of \(q\), and \(|V|^2\) proportional to the electron density \(|\psi(x_t)|^2\) at the defect. Hartree atomic units, \(\hbar=1\), are used in the formulas. For slow, classical nuclei, kinetic energy is unchanged in the transition, so energy conservation requires \(V_i=V_f\):

\[
k=2\pi |V|^2\int dq\,\sqrt{\frac{\beta\lambda}{\pi}}\,
e^{-\beta\lambda q^2}\,
\delta\!\left(\lambda+\Delta-2\lambda q\right),\qquad \beta=\frac1{kT}.
\]

The delta function contributes \(1/(2\lambda)\) and sets \(q=q_*\). Therefore

\[
k=2\pi|V|^2\sqrt{\frac{\beta}{4\pi\lambda}}\,
\exp\!\left[-\frac{\beta(\lambda+\Delta)^2}{4\lambda}\right].
\]

Take the logarithm, differentiate with respect to \(U\), and insert \(d\Delta/dU\). The two minus signs cancel:

\[
\frac{d\ln k}{dU}=s\,(\eta+E_0')+
\frac{d\ln|\psi(x_t)|^2}{dU},\qquad
s=\frac{\beta}{2}\left(1+\frac{\Delta}{\lambda}\right).
\]

This is the rate for one carrier at the subband edge. The number of carriers also depends on bias and multiplies the total capture rate separately.

## Why the overlap responds weakly

In the stack the electron decays with

\[
\kappa(x)=\sqrt{2m(x)\,[\phi(x)-\eta(x)U-E_0]},
\]

where \(\phi\) is the zero-bias barrier, \(m\) the effective mass, and \(\eta(x)\) the voltage fraction at depth \(x\). The density carries \(e^{-2\theta}\) with \(\theta=\int_0^{x_t}\kappa\,dx\). Since \(d\kappa/dU=-m(\eta+E_0')/\kappa\),

\[
\frac{d(-2\theta)}{dU}=2\int_0^{x_t}\frac{m\,[\eta(x)+E_0']}{\kappa}\,dx .
\]

For a uniform energy shift the sensitivity would be \(2\tau\), with \(\tau=\int_0^{x_t}(m/\kappa)\,dx\) the semiclassical traversal time. The comparison is then

\[
\text{vibrations: }\frac{1}{2kT},\qquad
\text{tunnelling exponent: }\frac{2\tau}{\hbar}.
\]

With masses 0.5 and 0.3 and barriers 3 and 2 eV in the two layers, \(\hbar/\tau=0.85\) eV at \(U=0.9\) V, the middle of the bias step used below. The sensitivities are 19.3 and 2.35 per eV, a ratio of about 8. The exponent can be large while its response to a shift is small, because the shift is compared with an electronic energy. The contrast weakens as \(4kT\tau/\hbar\) rises towards one; deeper defects, lower barriers and higher temperatures all raise it.

The prefactor also responds. The channel is modelled as a triangular well. If depletion charge is neglected, the density of mobile charge is proportional to the gradient of the field, so the field averaged over that charge is half the interface value; this average is the well field \(F\). It gives the correct mean force on the electron, which sets the interface density below. The subband energy is only approximate: the actual field is strongest at the interface, so a uniform well with the average field underestimates \(E_0\) and its shift with bias. For the example below, a self-consistent single subband lies about 0.06 eV higher and has \(E_0'\approx0.18\) instead of 0.14; the total step changes only from 72 to about 70. In the channel, with mass \(m_c\) and potential \(v=-Fx\) for \(x<0\), the Schrödinger equation gives

\[
\frac{d}{dx}\left[\psi'^2+2m_c(E_0-v)\psi^2\right]=2m_cF\psi^2 .
\]

Integrate up to the interface, neglecting the small norm in the oxide. Continuity of \(\psi'/m\) gives \(\psi'(0^-)=-(m_c\kappa_0/m_1)\psi(0)\), where \(\kappa_0=\kappa(0)\), so

\[
\psi(0)^2=\frac{2m_cF}{(m_c\kappa_0/m_1)^2+2m_cE_0}.
\]

The density at the interface thus grows roughly in proportion to \(U\). At the boundary between the layers, let \(a_j=\kappa_j/m_j\) on side \(j\). An incident decaying wave of unit amplitude, a reflected amplitude \(r\) and a transmitted amplitude \(t\) obey \(1+r=t\) and \(a_1(1-r)=a_2t\), which give \(t=2a_1/(a_1+a_2)\). Including the WKB amplitudes \(\kappa^{-1/2}\) in each layer,

\[
|\psi(x_t)|^2\simeq\psi(0)^2\,\frac{\kappa_0}{\kappa_1}
\left(\frac{2a_1}{a_1+a_2}\right)^2
\frac{\kappa_2}{\kappa(x_t)}\,e^{-2\theta}.
\]

Direct diagonalization of the channel and stack agrees with this formula to about 2% in density at both biases used below, 0.8 and 1.0 V.

## What quantized vibrations change

Oxide phonons need not be classical at room temperature. For one mode of frequency \(\omega\), let \(S=\lambda/\omega\), \(h=\beta\omega/2\), and \(\bar n=1/(e^{2h}-1)\). The final oscillator is the initial one displaced by \(\mathcal D=\exp[\sqrt S(a^\dagger-a)]\). Writing the energy delta function as a time integral gives

\[
k=|V|^2\int_{-\infty}^{\infty}dt\,e^{-i\Delta t}
\langle \mathcal D(t)\mathcal D^\dagger\rangle .
\]

Here \(\mathcal D(t)=\exp[\sqrt S(a^\dagger e^{i\omega t}-ae^{-i\omega t})]\). Combining the exponentials produces the phase \(e^{-iS\sin\omega t}\) and a displacement \(\alpha=\sqrt S(e^{i\omega t}-1)\). The thermal average of a displacement is \(e^{-|\alpha|^2(\bar n+1/2)}\), and \(|\alpha|^2=2S(1-\cos\omega t)\). Thus

\[
\langle \mathcal D(t)\mathcal D^\dagger\rangle
=\exp\!\left[-S(2\bar n+1)+S(\bar n+1)e^{-i\omega t}+S\bar n e^{i\omega t}\right].
\]

Use \(2\bar n+1=\coth h\), \(\bar n+1=e^h/(2\sinh h)\) and \(\bar n=e^{-h}/(2\sinh h)\). With \(z=S/\sinh h\) and \(y=e^{h-i\omega t}\), the time-dependent part of the exponent is \((z/2)(y+1/y)\). Its expansion \(\sum_p I_p(z)y^p\) in modified Bessel functions gives lines at \(\Delta=-p\omega\) with strengths

\[
W_p=e^{-S\coth h+ph}I_{|p|}(z).
\]

Positive \(p\) is the number of quanta released. Real defects couple to many modes, which broaden the lines; a smooth envelope through the one-mode strengths stands in for that here. This needs a broadening comparable with the line spacing; with narrower lines the rate oscillates with \(\Delta\), and the step factors below change.

Since \(I_{|p|}\) is even in \(p\), \(W_p/W_{-p}=e^{p\beta\omega}\). The symmetric slope at \(\Delta=0\) is therefore

\[
\frac{\ln W_1-\ln W_{-1}}{2\omega}=\frac\beta2 .
\]

Within this linear-coupling model, quantization leaves the central sensitivity unchanged.

Away from zero, use \(I_p(z)=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{z\cos\varphi-ip\varphi}d\varphi\). Setting \(\varphi=-iy\) (a new \(y\)) turns the exponent into \(z\cosh y-py\), stationary at \(\sinh y=p/z\). Because it is stationary, its derivative with respect to \(p\) is \(-y\). With \(p=-\Delta/\omega\), and omitting the slowly varying prefactor,

\[
s=-\frac{d\ln W}{d\Delta}\simeq\frac{\beta}{2}+\frac1\omega
\operatorname{arcsinh}\!\left(\frac{\Delta\sinh h}{\lambda}\right).
\]

For \(h\ll1\) this returns the classical slope. In the cold limit with \(\Delta<0\) and \(|\Delta|e^h/\lambda\gg1\), use \(\operatorname{arcsinh}x\simeq-\ln(2|x|)\) for large negative \(x\). The terms in \(\beta\) cancel, leaving

\[
s\simeq\frac1\omega\ln\frac{\lambda}{|\Delta|}.
\]

The omitted prefactor lowers this by about \(1/(2|\Delta|)\), close to a tenth for the parameters used below. Exothermic capture therefore keeps a finite bias sensitivity on cooling, instead of one that grows as \(1/T\).

## How large the effect is

Choose \(\varepsilon_t=1\) eV, \(\lambda=1\) eV, \(\omega=0.05\) eV and \(T=300\) K, and raise \(U\) from 0.8 to 1.0 V. These are round model parameters. The channel has mass 0.9 and permittivity 11.7, and diagonalization gives \(E_0=0.179\) and 0.207 eV. Thus

\[
\Delta(0.8)=1-0.564-0.179=0.257\ \text{eV},
\]
\[
\Delta(1.0)=1-0.705-0.207=0.088\ \text{eV}.
\]

Of the 0.169 eV shift, 0.141 eV comes from the oxide potential and 0.028 eV from confinement. The classical barrier falls from 0.395 to 0.296 eV, and \(\exp(0.0989/0.02585)\approx46\). The quantum envelope gives a factor of 51.

The density at the defect grows by a factor of 1.75. Its mean logarithmic slope is 2.81 per volt. The tunnelling exponent supplies 1.31 of this, and the factor \(F\propto U\) supplies \(\ln(1.0/0.8)/0.2=1.12\). The other prefactors, with a small WKB error, account for the remaining 0.38. The vibrational slope is 19.6 per volt. The overlap does change, but it explains little of the bias dependence.

Carriers above the subband edge need less thermal help from the lattice. For a nondegenerate two-dimensional subband, with the same coupling at every in-plane energy \(E\), replace \(\Delta\) by \(\Delta-E\) and average:

\[
A=\beta\int_0^\infty e^{-\beta E}\frac{W(\Delta-E)}{W(\Delta)}\,dE
\simeq\beta\int_0^\infty e^{-(\beta-s)E}\,dE
=\frac1{1-s/\beta},\quad s<\beta .
\]

This estimate neglects the curvature of \(\ln W\). It gives 2.84 and 2.23 at the two biases, against 2.60 and 2.09 from the full integral. The average favours the lower bias, where more activation is needed, and contributes a factor of 0.80 to the step. Altogether,

\[
1.75\times51.0\times0.805\approx72,
\]

or 1.9 decades for 0.2 V, per carrier in the lowest subband. Higher subbands are left out here. They matter more at the lower bias, where more activation is needed, so including them makes the step smaller: about 65 per carrier with the higher states of the same heavy-mass ladder. In silicon the fourfold valleys with a light confinement mass (0.19) have a larger density of states and, with the same interface matching, a larger density at the interface; in this model they would carry most of the capture and lower the step to about 47. The factor 72 therefore describes one subband, not a full silicon channel. The Boltzmann weight is a simplification here: with depletion charge neglected, the channel charge implied by these stack drops would make a silicon channel degenerate at 300 K. A Fermi distribution would then replace the Boltzmann weight and change \(A\), so the factor 0.80 illustrates the nondegenerate case only. The complete values are in the numerical output.

## When the strong dependence disappears

At \(\Delta=-\lambda\) the crossing sits at the initial minimum and the classical barrier vanishes. Bias still moves the parabola, but \(s=0\), because the barrier is stationary there. The quantum expression agrees, since \(\operatorname{arcsinh}(-\sinh h)=-h\).

The computed line strengths leave a residual slope of \(-0.28\) per eV, against 19.3 at \(\Delta=0\). It comes from the omitted prefactor. The Gaussian integral around the stationary point contributes \((p^2+z^2)^{-1/4}\), whose logarithmic derivative in \(p\) is \(-p/[2(p^2+z^2)]\). With \(p=20\) and \(z=17.8\), division by 0.05 eV gives \(-0.28\) per eV. This control separates the two causes: a level shift alone is not enough; it must change the activation. Beyond this point, at \(\Delta<-\lambda\), further lowering of the defect level slows the vibrational step.

The rate formula also fails if the coupling is strong enough for the system to follow the lower adiabatic curve, because the rate is then no longer proportional to \(|V|^2\). A defect that passes through a metastable configuration needs a barrier for each step, and the slow step may not be the one that bias shifts.

## Reading and using measured slopes

First convert gate voltage to stack drop, and divide the capture rate by the carrier density. Then estimate the overlap slope and subtract it. What remains measures \(s(\eta+E_0')\), plus the slope of \(\ln A\), and not defect depth alone. In the example, dividing the vibrational slope by \(\beta/2\) gives \(19.57/19.34=1.01\). Read as a voltage fraction, this would place the defect at the gate, whereas the true \(\eta\) is 0.705. The excess comes from the subband shift and from \(\Delta>0\).

Emission helps to separate these quantities. For return to the subband edge with the same coupling, detailed balance gives \(k_e=k_ce^{\beta\Delta}\), where \(k_c\) and \(k_e\) are the single-state capture and emission rates. Therefore

\[
\frac{d\ln k_c}{d\Delta}=-s,\qquad
\frac{d\ln k_e}{d\Delta}=\beta-s
\]

at fixed overlap. The overlap cancels in \(\ln(k_c/k_e)=-\beta\Delta\), so the bias slope of this ratio gives \(\beta(\eta+E_0')\) without knowledge of \(\lambda\). Measured rates must first be corrected for band occupation and the available final states. With \(\eta+E_0'\) known, the capture slope gives \(s\) once the overlap slope and the slope of \(\ln A\) (about 5% of the vibrational slope in the example) have been subtracted, and the variation of \(s\) with bias gives \(\lambda\): classically, \(ds/d\Delta=\beta/(2\lambda)\). For the 0.05 eV mode used here at 300 K, this classical relation would make \(\lambda\) more than a tenth too small for \(|\Delta|\) below about 0.25 eV, but too large for strongly exothermic capture (by about 30% at \(\Delta=-\lambda\)), so the quantum expression for \(s\) is the better one to fit.

Temperature gives a second check. At fixed \(\Delta\) the classical vibrational slope scales as \(1/T\), while the tunnelling exponent contains no explicit \(kT\). Cold data require the quantum slope.

To reduce capture at a given operating bias where \(\Delta\) lies between \(-\lambda\) and \(\lambda\) but not close to \(-\lambda\), raise \(\Delta\) by choosing a stack whose defect levels lie higher relative to the channel. Reducing \(\eta\) also helps, but bringing the defect closer to the channel increases the overlap, so both factors must be evaluated.

## Numbers as computed

```
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Relaxation energy: 1 eV
Phonon quantum: 0.05 eV
Huang-Rhys factor: 20
Relaxed trap level at zero drop: 1 eV
Interlayer thickness: 0.8 nm
High-k thickness: 2 nm
Defect depth: 1 nm
Permittivities channel/interlayer/high-k: 11.7, 3.9, 20.0
Masses channel/interlayer/high-k: 0.9, 0.5, 0.3 m_e
Barriers interlayer/high-k: 3.00, 2.00 eV
Defect lever arm eta: 0.70504
At U=0.8 V, interlayer field: 6.7227 MV/cm
At U=0.8 V, subband energy: 0.17917 eV
At U=0.8 V, energy offset: 0.2568 eV
At U=0.8 V, classical barrier: 0.39488 eV
At U=0.8 V, electron density at defect: 6.7884e-07 1/nm
At U=0.8 V, WKB/diagonalized density: 0.98337
At U=0.8 V, carrier averaging factor: 2.5999
At U=0.8 V, leading averaging estimate: 2.8358
At U=1.0 V, interlayer field: 8.4034 MV/cm
At U=1.0 V, subband energy: 0.20692 eV
At U=1.0 V, energy offset: 0.088038 eV
At U=1.0 V, classical barrier: 0.29596 eV
At U=1.0 V, electron density at defect: 1.1901e-06 1/nm
At U=1.0 V, WKB/diagonalized density: 0.97787
At U=1.0 V, carrier averaging factor: 2.0925
At U=1.0 V, leading averaging estimate: 2.2278
Mean subband shift per stack volt: 0.13875 eV/V
Tunnelling traversal time: 31.97 atomic units
Energy hbar/traversal time: 0.85116 eV
Tunnelling exponent slope: 1.3099 1/V
Full log-overlap slope: 2.8072 1/V
Vibrational slope at zero offset: 19.341 1/eV
Vibrational slope at mean offset: 23.196 1/eV
Vibrational log-rate slope: 19.573 1/V
Activationless residual slope: -0.27969 1/eV
Barrier derivative, equal curvatures: 0.58621
Barrier derivative, final/initial curvature 0.8: 0.62124
High-temperature test temperature: 1500 K
Quantum/classical rate at that temperature: 1.0091
Overlap factor from bias step: 1.7532
Vibrational factor from bias step: 51.025
Carrier averaging factor from bias step: 0.80481
Total capture factor per carrier: 71.996
Total capture change: 1.8573 decades
```
